Bias-Induced Infrared Strength of the Antiferroelectric Amplitude Mode, part 1

(Sections cited here and not found follow in the second part.)

FIRST HALF: FROM THE FREE ENERGY TO THE BORROWED DIPOLE

1. A number to explain

A model antiferroelectric has a polar vibration at 2.4 THz and an antipolar vibration at 1.5 THz. Without a static field the antipolar vibration does not respond to infrared light. A bias of 0.05 MV/cm gives it 0.101 % of the total infrared strength of the two modes. Doubling the bias to 0.10 MV/cm raises this share to 0.402 %, almost four times as much. Why is the share zero without bias, and why does it grow as the square of the field?

In brief, the bias induces a polarization, and the antipolar vibration modulates it. The oscillating dipole is proportional to the bias, and infrared strength is the square of a dipole. The derivation below supplies the coefficient of this law, its first correction and the conditions under which it fails.

2. Coordinates and symmetry

Divide the crystal into two equivalent sublattices with polarizations P₁ and P₂ along one axis. Define

P = (P₁ + P₂)/2,  A = (P₁ − P₂)/2.

P is the mean lattice polarization and A is the staggered, or antipolar, amplitude. Both are measured in C/m² or µC/cm². In the parent phase both vanish on average. In the antiferroelectric phase without field, P = 0 and A ≠ 0.

Two symmetries of the parent phase restrict the energy. A translation that exchanges the sublattices leaves P unchanged and reverses A. Inversion, combined with that translation where necessary, reverses P and leaves A unchanged. The energy without field must therefore be even in P and even in A separately. A product PA is forbidden, and the lowest allowed coupling is P²A².

Antipolar order breaks the translation that reverses A. It keeps the operation that reverses P at fixed A. A change in the size of A is even under that surviving operation, whereas a dipole is odd. The amplitude mode therefore has no dipole at zero bias. It does lie at zero wavevector, because the antipolar order has enlarged the unit cell, so only this parity keeps it infrared silent.

3. The energy and its assumptions

The energy density of a uniform single domain, up to fourth order, is taken as

f = aP²/2 + bP⁴/4 + αA²/2 + βA⁴/4 + γP²A²/2 − EP.

Here E is the macroscopic electric field inside the crystal, along the axis of P. The last term makes P the variable conjugate to E. The coefficients hold at one fixed temperature. They satisfy α < 0 and β > 0, so that antipolar order forms spontaneously. A positive γ means that the two kinds of order compete.

The theory is a mean-field theory: P and A are uniform, and thermal fluctuations enter through the coefficients alone. The light is transverse, with its electric field along P and its wavevector perpendicular to P. The oscillating polarization then produces no depolarizing field, and the frequencies below are transverse ones.

The equations of motion are

m_P P̈ + m_P Γ_P Ṗ = −∂f/∂P,
m_A Ä + m_A Γ_A Ȧ = −∂f/∂A.

The inertias m_P and m_A and the damping rates Γ_P and Γ_A are constants. This is an assumption. Symmetry would also allow a kinetic term proportional to PAṖȦ, which is absent here.

The example uses round parameters:

a = −3.0 × 10⁸ V m/C,  b = 2.5 × 10⁹ V m⁵/C³,
α = −6.0 × 10⁸ V m/C,  β = 3.75 × 10⁹ V m⁵/C³,
γ = 7.75 × 10⁹ V m⁵/C³.

Since a is negative, the crystal would be ferroelectric if A were held at zero. The antipolar order prevents this through γ.

4. The state without bias

For E = 0 and P = 0 the condition ∂f/∂A = 0 reads A(α + βA²) = 0. Its ordered solution has

A_s² = −α/β.

The numbers give A_s² = 6.0 × 10⁸ / 3.75 × 10⁹ = 0.16 C²/m⁴, hence A_s = 0.40 C/m² = 40 µC/cm².

The stiffness against a small polarization is the second derivative with respect to P at this point:

K = a + γA_s².

In the example γA_s² = 12.4 × 10⁸ V m/C, so K = (−3.0 + 12.4) × 10⁸ = 9.4 × 10⁸ V m/C. The positive K shows that antipolar order has stabilized P = 0. The static lattice susceptibility is 1/K, which is 120 in units of the vacuum permittivity ε₀.

The stiffness against a change of A is

α + 3βA_s² = −βA_s² + 3βA_s² = 2βA_s²,

where α = −βA_s² was used. It equals 1.2 × 10⁹ V m/C. The cross derivative is 2γPA, which vanishes at P = 0. The two vibrations are therefore independent without bias, with squared angular frequencies

Ω_P² = K/m_P,  Ω_A² = 2βA_s²/m_A.

The example specifies the frequencies Ω_P/2π = 2.4 THz and Ω_A/2π = 1.5 THz, and these relations then fix the inertias. With time in picoseconds, m_P = 4.134 × 10⁶ V m ps²/C and m_A = 1.351 × 10⁷ V m ps²/C. Unequal inertias are allowed by symmetry, but they are a free choice. A kinetic energy local to each sublattice, proportional to Ṗ₁² + Ṗ₂², would give m_P = m_A. The antipolar mode would then lie at 2.71 THz, just above a polar mode at 2.4 THz, and its share at 0.10 MV/cm would be 5.4 % instead of 0.4 %.

5. The state under static bias

Let the static field be E₀ and the equilibrium values be P₀ and A₀. The two equilibrium conditions are

aP₀ + bP₀³ + γP₀A₀² = E₀,
A₀(α + βA₀² + γP₀²) = 0.

On the antiferroelectric branch A₀ is not zero, so the bracket in the second condition vanishes. Division by β gives

A₀² = A_s² − (γ/β)P₀².

For γ > 0 the induced polarization reduces the antipolar amplitude. Substitution in the first condition gives

E₀ = aP₀ + bP₀³ + γP₀A_s² − (γ²/β)P₀³
   = KP₀ − BP₀³,  with B = γ²/β − b.

In the example γ²/β = 1.602 × 10¹⁰ and B = 1.352 × 10¹⁰ V m⁵/C³. Since B is positive, the crystal becomes softer as it is polarized, because the opposing antipolar order shrinks.

At weak field the cubic equation can be inverted in powers of E₀. The symmetry under reversal of both P₀ and E₀ leaves odd powers only, so put P₀ = E₀/K + sE₀³. To third order,

KP₀ − BP₀³ = E₀ + KsE₀³ − BE₀³/K³.

This must equal E₀, so s = B/K⁴ and

P₀ = E₀/K + BE₀³/K⁴ + O(E₀⁵).

The example bias is 0.10 MV/cm, or 1.0 × 10⁷ V/m. The leading term gives 1.0 × 10⁷ / 9.4 × 10⁸ = 0.01064 C/m², or 1.064 µC/cm². The full solution is P₀ = 1.066 µC/cm². The antipolar amplitude has fallen slightly, from 40.00 to 39.97 µC/cm².

6. Linearizing about the biased state

Write P = P₀ + p, A = A₀ + u and E = E₀ + e, where p, u and e are small and depend on time. The static forces cancel because P₀ and A₀ satisfy the equilibrium conditions. To first order the remaining forces are given by the second derivatives of f.

The polar stiffness is

K_PP = a + 3bP₀² + γA₀²
     = a + γA_s² + 3bP₀² − (γ²/β)P₀²
     = K + (3b − γ²/β)P₀².

The antipolar stiffness is

K_AA = α + 3βA₀² + γP₀² = 2βA₀²,

because the equilibrium condition gives α + γP₀² = −βA₀². The coupling is

c = ∂²f/∂P∂A = 2γP₀A₀.

At weak bias c = 2γA_sE₀/K + O(E₀³). It is linear in the bias, whereas both diagonal stiffnesses change at second order. This difference decides the weak-field law. In the example

c = 2 × 7.75 × 10⁹ × 0.010656 × 0.39971 = 6.60 × 10⁷ V m/C.

The linear equations are

m_P p̈ + m_P Γ_P ṗ + K_PP p + c u = e,
m_A ü + m_A Γ_A u̇ + K_AA u + c p = 0.

The field e stands in the first equation alone. The antipolar coordinate is driven through p and not directly by the light.

7. Static check and stability

A static change of field gives a consistency check. Without time derivatives the second equation yields u = −cp/K_AA, and the first becomes (K_PP − c²/K_AA)p = e. Since c²/K_AA = 4γ²P₀²A₀²/(2βA₀²) = 2γ²P₀²/β, the effective stiffness is

K + (3b − γ²/β)P₀² − 2γ²P₀²/β
= K − 3(γ²/β − b)P₀²
= K − 3BP₀².

Differentiating E₀ = KP₀ − BP₀³ gives the same dE₀/dP₀. The linearized response therefore agrees with the slope of the static curve.

For B > 0 the effective stiffness vanishes at P₀² = K/(3B), provided A₀ is still nonzero there. This requires K/(3B) < βA_s²/γ; otherwise A₀ falls continuously to zero first. The example meets the condition, with 0.023 against 0.077 C²/m⁴. The field there is

E_limit = P₀(K − BP₀²) = (2/3)K√(K/(3B)).

In the example this is 0.954 MV/cm. Beyond it the antiferroelectric branch has no stable solution. The branch already ceases to be the state of lowest energy at a smaller field.

That smaller field follows from comparison with the polar state, which has A = 0 and obeys aP + bP³ = E. The two energy densities are equal at 0.424 MV/cm, where the polar state has P = 40.3 µC/cm². Between 0.424 and 0.954 MV/cm the antiferroelectric state is metastable in this uniform model. The example bias is about 24 % of the equal-energy field.

8. The dynamic susceptibility

Take every small signal proportional to exp(−iωt). A first time derivative becomes −iω, and a second becomes −ω². Define

Z_P = K_PP − m_Pω² − iωm_PΓ_P,
Z_A = K_AA − m_Aω² − iωm_AΓ_A.

The linear equations become

Z_P p + c u = e,
Z_A u + c p = 0.

The second gives u = −cp/Z_A. Inserting this in the first and dividing p by e gives

χ(ω) = p/e = 1/(Z_P − c²/Z_A).

With this time convention, absorption requires Im χ > 0 at positive ω. Both parts of the denominator respect this. The imaginary part of Z_P is negative. If Z_A = x − iy with y > 0, then −c²/Z_A = −c²(x + iy)/(x² + y²), whose imaginary part is also negative. The reciprocal of a number with negative imaginary part has a positive one, so the coupled system absorbs energy.

The sign of c does not matter, because χ contains c². Reversing the bias or passing to the domain with A₀ → −A₀ changes the sign of c and leaves the spectrum unchanged. The contributions of such opposite domains therefore add without cancelling.

9. The strength at leading order

To define a strength, set the damping to zero for the moment. The susceptibility then has the form

χ(ω) = Σ_j S_j/(ω_j² − ω²),

where ω_j are the mode frequencies and S_j their oscillator strengths. For small c, expand the reciprocal found above:

χ = (1/Z_P)·1/(1 − c²/(Z_P Z_A)) = 1/Z_P + c²/(Z_P² Z_A) + …

This expansion is used away from the immediate vicinity of the poles, in order to identify the coefficient. Section 11 confirms the result by diagonalization, which needs no such restriction.

At leading order Z_A = m_A(Ω_A² − ω²). The antipolar pole is at ω = Ω_A, where Z_P = m_P(Ω_P² − Ω_A²). The second term therefore behaves near this pole as

[c²/(m_P² m_A(Ω_P² − Ω_A²)²)] / (Ω_A² − ω²).

The square bracket is the antipolar strength S_A. It is convenient to use the dimensionless fraction r = m_P S_A, because 1/m_P will prove to be the sum of both strengths. With c = 2γA_sE₀/K,

r = R₂E₀² + O(E₀⁴),

R₂ = 4γ²A_s² / [K² m_P m_A(Ω_P² − Ω_A²)²].

This is the quadratic law. It requires A_s ≠ 0, γ ≠ 0 and Ω_P ≠ Ω_A.

For the arithmetic, replace m_P by K/Ω_P² and m_A by 2βA_s²/Ω_A²:

R₂ = [4γ²A_s²/(K³ · 2βA_s²)] × Ω_P²Ω_A²/(Ω_P² − Ω_A²)².

The first factor is 3.86 × 10⁻¹⁷ m²/V². In the second the factors of 2π cancel, leaving 5.76 × 2.25/(5.76 − 2.25)² = 1.052. The product is 4.06 × 10⁻¹⁷ m²/V², or R₂ = 0.406 (MV/cm)⁻². At 0.10 MV/cm this gives r = 0.00406, or 0.406 %.

10. The induced dipole that breathes

The result has a direct mechanical reading. Let A vibrate with amplitude u at Ω_A. The first linear equation, without light, gives the accompanying polarization at leading order:

p = −c u/[m_P(Ω_P² − Ω_A²)].

If Ω_A is far below Ω_P, the denominator tends to K and p = −(2γA_s/K)P₀u. The same result follows from the static relation P₀ = E₀/(a + γA²) by varying A at fixed field. A larger antipolar amplitude stiffens the polar coordinate and reduces the dipole induced by the bias. The antipolar vibration thus makes the induced dipole breathe.

When the antipolar frequency is not small, the inertia of P enlarges this motion by 1/(1 − Ω_A²/Ω_P²), which is 1.64 in the example. If the antipolar mode lies above the polar one, the factor is negative and the dipole moves in the opposite phase. The strength contains its square and stays positive.


SECOND HALF: MODE MIXING, LINE SHAPE AND LIMITS OF THE LAW

The first half described an antiferroelectric by its polarization P and antipolar amplitude A, with the P²A² coupling γ. Under a static field E₀ they take the values P₀ and A₀, where

P₀ = E₀/K + BE₀³/K⁴ + …,  A₀² = A_s² − (γ/β)P₀².

A_s is the amplitude without field, K = a + γA_s² and B = γ²/β − b. Small motions p and u have inertias m_P and m_A, damping rates Γ_P and Γ_A, stiffnesses

K_PP = K + (3b − γ²/β)P₀²,  K_AA = 2βA₀²,

and coupling c = 2γP₀A₀. The frequencies without bias are Ω_P and Ω_A. At weak bias the antipolar share of the infrared strength is r = R₂E₀², with R₂ = 0.406 (MV/cm)⁻² in the example.

11. Normal modes without damping

Introduce the coordinates q₁ = √m_P p and q₂ = √m_A u. Dividing the undamped equations of motion by √m_P and √m_A respectively gives

q̈₁ + W₁q₁ + gq₂ = e/√m_P,
q̈₂ + W₂q₂ + gq₁ = 0,

where

W₁ = K_PP/m_P,  W₂ = K_AA/m_A,  g = c/√(m_P m_A).

The matrix with diagonal W₁, W₂ and off-diagonal g is real and symmetric. It has two orthogonal unit eigenvectors (n_jP, n_jA), with eigenvalues ω_j². Expanding the motion in them gives independent oscillators Q_j:

Q̈_j + ω_j²Q_j = n_jP e/√m_P.

The polarization is p = Σ_j n_jP Q_j/√m_P. One factor n_jP describes how the light drives the mode, and the other describes how much polarization the mode carries. Hence

χ = Σ_j (n_jP²/m_P)/(ω_j² − ω²),  S_j = n_jP²/m_P.

The two eigenvectors form an orthogonal matrix, so Σ_j n_jP² = 1 and

Σ_j S_j = 1/m_P.

The bias creates no strength in this model. The antipolar mode takes its share r = m_P S_A from the polar mode.

To find the share, define D = W₁ − W₂ and R = √(D² + 4g²). The eigenvalues are (W₁ + W₂ ± R)/2. Suppose first that D > 0. The antipolar mode is then the lower one, with eigenvalue λ = (W₁ + W₂ − R)/2, so that λ − W₁ = −(D + R)/2. The first row of the eigenvalue equation reads gn_A = (λ − W₁)n_P. Together with n_P² + n_A² = 1 this gives

n_P² = g²/[g² + (D + R)²/4].

Since R² − D² = 4g², we may write g² = (R − D)(R + D)/4. A common factor (R + D)/4 cancels, and the denominator becomes (R − D) + (R + D) = 2R. Therefore n_P² = (R − D)/(2R). For D < 0 the antipolar mode is the upper one, and the same steps give this expression with |D| in place of D. In both cases

r = ½[1 − |D|/√(D² + 4g²)].

This holds at any bias on the stable branch, within the undamped linearized model. For weak mixing set x = g²/D². The binomial series (1 + 4x)^(−1/2) = 1 − 2x + 6x² − … gives

r = x − 3x² + …

The first term reproduces R₂E₀².

At 0.10 MV/cm the eigenmodes give r = 0.4021 %. A separate test integrates the undamped nonlinear equations of motion after a small kick of P at the same bias. The antipolar part of the resulting motion also corresponds to 0.4021 %.

At weak bias the antipolar vibration takes a share of the infrared strength from the polar mode that grows as the square of the field, and diagonalization gives this share at any bias on the stable branch of the undamped linearized model. What remains is the first correction to the square law, the effect of damping on the spectrum, and the conditions under which the law fails or its coefficient changes.

All numerical values are calculated from the stated model.
